# Largest acoustic-phonon energy exchange for a backscattered electron in silicon: a numerical check

```python
"""
Largest energy exchanged by an electron and one longitudinal acoustic phonon.

Result under test: at electron energy E the largest phonon energy is
    Delta = 2 v sqrt(2 m E) + s 2 m v^2,   s = +1 absorption, -1 emission,
reached in exact backscattering. In an ellipsoidal valley m becomes m_n, where
1/m_n = n . M^-1 . n and n is the direction of the electron's momentum change.

Symbols: v sound speed, m effective mass, M mass tensor, k electron wavevector
from the valley minimum, q phonon wavenumber, V electron velocity.
All calculations are in SI units; conversions are made only for printing.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

hbar, m0 = const.hbar, const.m_e
meV = 1e-3 * const.e

# Inputs: rounded customary values for silicon
temperature = 300.0
sound_speed = 9.0e3
mass_long, mass_trans = 0.92 * m0, 0.19 * m0
lattice_constant = 0.543e-9

thermal_energy = const.k * temperature
mass_cond = 3.0 / (1.0 / mass_long + 2.0 / mass_trans)


def leading_exchange(mass, energy):
    return 2.0 * sound_speed * np.sqrt(2.0 * mass * energy)


def largest_exchange(mass, energy, sign):
    return leading_exchange(mass, energy) + sign * 2.0 * mass * sound_speed**2


def band_energy(k, masses):
    return 0.5 * hbar**2 * np.sum(k**2 / masses, axis=-1)


def solve_conservation(k, masses, n, sign, q_scale):
    """Bisection for the nonzero q that conserves energy, for each row of k."""
    low = np.full(len(k), 1e-3 * q_scale)
    high = np.full(len(k), 5.0 * q_scale)
    start = band_energy(k, masses)
    for _ in range(60):
        mid = 0.5 * (low + high)
        gain = band_energy(k + mid[:, None] * n, masses) - start
        too_large = gain > sign * hbar * sound_speed * mid
        high = np.where(too_large, mid, high)
        low = np.where(too_large, low, mid)
    return 0.5 * (low + high)


# Test the scattering kinematics with random electron directions
rng = np.random.default_rng(7)
random_dirs = rng.normal(size=(8000, 3))
random_dirs /= np.linalg.norm(random_dirs, axis=1)[:, None]
isotropic = np.array([mass_cond] * 3)
ellipsoid = np.array([mass_trans, mass_trans, mass_long])
numerical_q = {}
numerical_axis = {}

for name, masses in (("isotropic", isotropic), ("ellipsoid", ellipsoid)):
    for tilt in (0.0, 45.0, 90.0):
        angle = np.radians(tilt)
        n = np.array([np.sin(angle), 0.0, np.cos(angle)])
        mass_n = 1.0 / np.sum(n**2 / masses)
        dirs = np.vstack([random_dirs, -n])
        k_size = np.sqrt(2.0 * thermal_energy
                         / np.sum(dirs**2 / masses, axis=1)) / hbar
        k = k_size[:, None] * dirs
        q_scale = k_size.max()
        velocity_n = hbar * np.sum(k * n / masses, axis=1)
        for sign in (1, -1):
            q = solve_conservation(k, masses, n, sign, q_scale)
            q_formula = 2.0 * mass_n * (sign * sound_speed - velocity_n) / hbar
            allowed = q_formula > 0.01 * q_scale
            assert allowed.sum() > 1000
            assert np.allclose(q[allowed], q_formula[allowed], rtol=1e-8)
            # The last direction is exact backscattering
            assert np.argmax(q) == len(q) - 1
            found = hbar * sound_speed * q[-1]
            expected = largest_exchange(mass_n, thermal_energy, sign)
            assert np.isclose(found, expected, rtol=1e-8)
            if name == "isotropic":
                numerical_q[sign] = q[-1]
            else:
                numerical_axis[(tilt, sign)] = found

for sign in (1, -1):
    assert (numerical_axis[(0.0, sign)] > numerical_axis[(45.0, sign)]
            > numerical_axis[(90.0, sign)])

# Moving-wall picture: final speed from the numerical root
speed = np.sqrt(2.0 * thermal_energy / mass_cond)
k_electron = mass_cond * speed / hbar
final_speed = {}
for sign in (1, -1):
    final_speed[sign] = hbar * (numerical_q[sign] - k_electron) / mass_cond
    assert np.isclose(final_speed[sign], speed + sign * 2.0 * sound_speed,
                      rtol=1e-8)

leading = leading_exchange(mass_cond, thermal_energy)
absorbed = hbar * sound_speed * numerical_q[1]
emitted = hbar * sound_speed * numerical_q[-1]
assert np.isclose(leading / thermal_energy, 4.0 * sound_speed / speed)
assert all(abs(x / meV - 5.0) < 0.5 for x in (leading, absorbed, emitted))


# Directional averages; c is the cosine of the angle to the long valley axis
def inverse_mass(c):
    return (c**2 / mass_long + (1.0 - c**2) / mass_trans) * m0


mean_inverse_mass = quad(inverse_mass, 0.0, 1.0)[0]
assert np.isclose(mean_inverse_mass, m0 / mass_cond, rtol=1e-10)
direction_mean = quad(
    lambda c: leading_exchange(m0 / inverse_mass(c), thermal_energy) / meV,
    0.0, 1.0)[0]
assert abs(direction_mean / (leading / meV) - 1.0) < 0.10

# Thermal average; x is electron energy divided by thermal energy
norm = quad(lambda x: np.sqrt(x) * np.exp(-x), 0.0, np.inf)[0]
thermal_mean = quad(
    lambda x: np.sqrt(x) * np.exp(-x)
    * leading_exchange(mass_cond, x * thermal_energy) / meV,
    0.0, np.inf)[0] / norm
assert np.isclose(thermal_mean, 2.0 / np.sqrt(np.pi) * leading / meV, rtol=1e-7)
fraction_above = quad(lambda x: np.sqrt(x) * np.exp(-x), 1.0, np.inf)[0] / norm
assert fraction_above > 0.5

# Effect of a phonon branch that flattens at the zone edge
q_edge = 2.0 * np.pi / lattice_constant


def sine_phonon_energy(q):
    return (hbar * sound_speed * 2.0 * q_edge / np.pi
            * np.sin(np.pi * q / (2.0 * q_edge)))


def curved_exchange(mass):
    k = np.sqrt(2.0 * mass * thermal_energy) / hbar

    def mismatch(q):
        gain = hbar**2 * ((q - k)**2 - k**2) / (2.0 * mass)
        return gain - sine_phonon_energy(q)

    return sine_phonon_energy(brentq(mismatch, k, 4.0 * k, rtol=1e-12))


drop_cond = 100.0 * (1.0 - curved_exchange(mass_cond) / absorbed)
drop_long = 100.0 * (1.0 - curved_exchange(mass_long)
                     / numerical_axis[(0.0, 1)])
assert 0.0 < drop_cond < 0.5
assert drop_cond < drop_long < 2.0

print(f"Temperature: {temperature:.0f} K")
print(f"Sound speed: {sound_speed / 1e3:.1f} km/s")
print(f"Longitudinal mass: {mass_long / m0:.2f} m0")
print(f"Transverse mass: {mass_trans / m0:.2f} m0")
print(f"Lattice constant: {lattice_constant * 1e9:.3f} nm")
print(f"Thermal energy kT: {thermal_energy / meV:.2f} meV")
print(f"Conductivity mass: {mass_cond / m0:.4f} m0")
print(f"Electron speed at E = kT: {speed / 1e3:.1f} km/s")
print(f"Sound speed / electron speed: {sound_speed / speed:.4f}")
print(f"Electron wavenumber k: {k_electron * 1e-9:.4f} 1/nm")
print(f"Elastic backscattering 2k: {2 * k_electron * 1e-9:.4f} 1/nm")
print(f"Phonon q, absorption: {numerical_q[1] * 1e-9:.4f} 1/nm")
print(f"Phonon q, emission: {numerical_q[-1] * 1e-9:.4f} 1/nm")
print(f"Phonon wavelength for q = 2k: {np.pi / k_electron * 1e9:.2f} nm")
print(f"Leading exchange estimate: {leading / meV:.3f} meV")
print(f"Leading exchange estimate: {leading:.3e} J")
print(f"Recoil term 2mv^2: {2 * mass_cond * sound_speed**2 / meV:.3f} meV")
print(f"Largest absorbed energy: {absorbed / meV:.3f} meV")
print(f"Largest emitted energy: {emitted / meV:.3f} meV")
print(f"Leading exchange / kT: {leading / thermal_energy:.3f}")
print(f"Final speed after absorption: {final_speed[1] / 1e3:.1f} km/s")
print(f"Final speed after emission: {final_speed[-1] / 1e3:.1f} km/s")
at_mean_energy = leading_exchange(mass_cond, 1.5 * thermal_energy)
print(f"Leading estimate at E = 1.5 kT: {at_mean_energy / meV:.3f} meV")
for label, tilt, mass in (("short", 90.0, mass_trans),
                          ("long", 0.0, mass_long)):
    value = leading_exchange(mass, thermal_energy) / meV
    print(f"Leading estimate, {label} axis: {value:.3f} meV")
    print(f"Absorbed, {label} axis: {numerical_axis[(tilt, 1)] / meV:.3f} meV")
    print(f"Emitted, {label} axis: {numerical_axis[(tilt, -1)] / meV:.3f} meV")
print(f"Directional mean of leading estimate: {direction_mean:.3f} meV")
print(f"Thermal mean of leading estimate: {thermal_mean:.3f} meV")
print(f"Fraction of electrons above kT: {fraction_above:.3f}")
print(f"Zone-edge wavenumber 2 pi/a: {q_edge * 1e-9:.2f} 1/nm")
print(f"2k / zone-edge wavenumber: {2 * k_electron / q_edge:.4f}")
print(f"Sine-dispersion reduction, single mass: {drop_cond:.2f} percent")
print(f"Sine-dispersion reduction, long axis: {drop_long:.2f} percent")
print("all good")
```

It prints:

```
Temperature: 300 K
Sound speed: 9.0 km/s
Longitudinal mass: 0.92 m0
Transverse mass: 0.19 m0
Lattice constant: 0.543 nm
Thermal energy kT: 25.85 meV
Conductivity mass: 0.2583 m0
Electron speed at E = kT: 187.6 km/s
Sound speed / electron speed: 0.0480
Electron wavenumber k: 0.4187 1/nm
Elastic backscattering 2k: 0.8373 1/nm
Phonon q, absorption: 0.8775 1/nm
Phonon q, emission: 0.7972 1/nm
Phonon wavelength for q = 2k: 7.50 nm
Leading exchange estimate: 4.960 meV
Leading exchange estimate: 7.947e-22 J
Recoil term 2mv^2: 0.238 meV
Largest absorbed energy: 5.198 meV
Largest emitted energy: 4.722 meV
Leading exchange / kT: 0.192
Final speed after absorption: 205.6 km/s
Final speed after emission: 169.6 km/s
Leading estimate at E = 1.5 kT: 6.075 meV
Leading estimate, short axis: 4.254 meV
Absorbed, short axis: 4.429 meV
Emitted, short axis: 4.079 meV
Leading estimate, long axis: 9.361 meV
Absorbed, long axis: 10.208 meV
Emitted, long axis: 8.514 meV
Directional mean of leading estimate: 5.249 meV
Thermal mean of leading estimate: 5.597 meV
Fraction of electrons above kT: 0.572
Zone-edge wavenumber 2 pi/a: 11.57 1/nm
2k / zone-edge wavenumber: 0.0724
Sine-dispersion reduction, single mass: 0.25 percent
Sine-dispersion reduction, long axis: 0.98 percent
all good
```
